\section*{Oxygen Passivation and the Etch-Stop Threshold in Directional Silicon Etching}

\section{An inhibitor outnumbered by the etchant}

A model silicon surface receives $3.0\times10^{18}$ fluorine atoms per cm$^2$ per second and etches at 13 nm/s. Adding an oxygen flux of $8.1\times10^{16}$ cm$^{-2}$s$^{-1}$, less than 3\% of the fluorine flux, brings its long-time etch rate to zero. Fluorine still outnumbers oxygen by 37 to 1. Competition for free silicon alone would slow the etch without stopping it, as long as passivated places are steadily reopened. The explanation lies in the balance on places that are already passivated: there, oxygen adds to the film and ions remove it.

\subsection{Surface states and fluxes}

Divide the surface into places of density $\sigma$, each able to hold one fluorine atom. A fraction $\theta_0$ is bare, a fraction $\theta_F$ is fluorinated, and a fraction $P_n$ carries a passivating film of $n=1,2,\ldots$ oxide units. Places are treated as independent, which is a mean-field assumption. Incident fluxes $\Gamma_F$, $\Gamma_O$ and $\Gamma_i$ of fluorine atoms, oxygen atoms and ions are steady. Five effective fluxes describe the processes, each referred to a surface wholly in the state on which the process acts:
\begin{align}
A&=s_F\Gamma_F, & V&=p\,\Gamma_F+Y_e\Gamma_i, \label{open}\\
a_0&=s_0\Gamma_O, & a&=s_g\Gamma_O, \label{oxygen}\\
r&=Y_p(E)\Gamma_i+\varepsilon\Gamma_F, & Y_p&=C(\sqrt E-\sqrt{E_0}). \label{removal}
\end{align}
Here $A$ fluorinates bare places. $V$ counts silicon atoms removed from fluorinated places, spontaneously with probability $p$ per incident fluorine atom and by ions with yield $Y_e$. Each departing silicon atom carries $b=4$ fluorines and so empties four places. Oxygen starts a film on bare silicon through $a_0$ and thickens an existing film through $a$. The top unit leaves through $r$, by ion impact at energy $E>E_0$ or by thermal reaction with fluorine.

Two further assumptions are made. Film growth needs silicon as well as oxygen, and the gas is taken to supply it as silicon fluorides. Oxygen is taken not to attach to fluorinated places. Dividing each flux by $\sigma$ gives a rate per place, so
\begin{align}
\sigma\dot\theta_F&=A\theta_0-bV\theta_F, \label{fdot}\\
\sigma\dot\theta_0&=bV\theta_F+rP_1-(A+a_0)\theta_0, \label{zerodot}\\
\sigma\dot P_1&=a_0\theta_0+rP_2-(r+a)P_1, \label{p1dot}\\
\sigma\dot P_n&=aP_{n-1}+rP_{n+1}-(r+a)P_n,\quad n\ge2. \label{pndot}
\end{align}
The right-hand sides sum to zero, as conservation of places requires. With $n_{\rm Si}$ the atomic density of silicon, the etch rate is
\begin{equation}
R=V\theta_F/n_{\rm Si}. \label{ratedef}
\end{equation}

\section{The steady state and its threshold}

In a steady state, \eqref{fdot} gives
\begin{equation}
\theta_F=\frac{A}{bV}\,\theta_0. \label{fbalance}
\end{equation}
Inserting this in \eqref{zerodot} cancels the fluorine terms and leaves $rP_1=a_0\theta_0$. Equation \eqref{p1dot} then reduces to $rP_2=aP_1$, and \eqref{pndot} extends the relation upward one height at a time:
\begin{equation}
P_1=\frac{a_0}{r}\theta_0,\qquad P_{n+1}=\frac ar P_n. \label{chain}
\end{equation}
There is no net current between neighbouring film heights. The total passivated fraction is a geometric series,
\begin{equation}
\theta_P=\frac{a_0}{r}\theta_0\sum_{n=0}^{\infty}\left(\frac ar\right)^n=\frac{a_0}{r-a}\,\theta_0,\qquad a<r. \label{passivated}
\end{equation}
For $a\ge r$ the series diverges. The fractions cannot then add up to one with $\theta_0>0$, so no steady state with open silicon exists. The etch-stop threshold $a=r$ is therefore
\begin{equation}
\boxed{\;\Gamma_O^*=\frac{r}{s_g}=\frac{Y_p(E)\Gamma_i+\varepsilon\Gamma_F}{s_g}\;} \label{threshold}
\end{equation}

Below threshold, $\theta_0+\theta_F+\theta_P=1$ with \eqref{fbalance} and \eqref{passivated} gives
\begin{equation}
\theta_0=\left[G+\frac{a_0}{r-a}\right]^{-1},\qquad G=1+\frac{A}{bV}. \label{bare}
\end{equation}
By \eqref{ratedef} and \eqref{fbalance}, $R=A\theta_0/(bn_{\rm Si})$. Without oxygen this is $R_0=A/(bn_{\rm Si}G)$. Define $x=\Gamma_O/\Gamma_O^*=a/r$. Since $a_0=(s_0/s_g)a$, we have $a_0/(r-a)=(s_0/s_g)\,x/(1-x)$, and the ratio of rates is
\begin{equation}
\frac{R}{R_0}=\frac{G}{G+\dfrac{s_0}{s_g}\dfrac{x}{1-x}}=\frac{1-x}{1-x+\kappa x},\qquad \kappa=\frac{s_0}{s_gG}. \label{rate}
\end{equation}

The coefficients $s_F$, $s_0$, $p$ and $Y_e$ shape the approach to the stop through $\kappa$, but they do not enter \eqref{threshold}. They govern open silicon, whereas the threshold is decided on top of the film. This separation rests on the places being independent; the last paragraph shows how etching beneath neighbouring film breaks it. Near the stop, $R/R_0\simeq(1-x)/\kappa$: the rate falls linearly to zero. It has half its oxygen-free value at $x=1/(1+\kappa)$.

\subsection{Numbers for the floor}

The example uses round parameters in the rough regime of cryogenic SF$_6$/O$_2$ etching: wafer at 170 K, $\Gamma_i=1.0\times10^{16}$ cm$^{-2}$s$^{-1}$ (1.6 mA/cm$^2$), $E=36$ eV, $E_0=4$ eV and $C=0.02$ eV$^{-1/2}$. The surface coefficients are $s_F=0.5$, $s_0=0.05$, $s_g=0.01$, $p=0.02$, $Y_e=2$ and $\sigma=10^{15}$ cm$^{-2}$. They are chosen inputs, not measured values. Then $Y_p=0.02\,(6-2)=0.08$. The thermal coefficient is taken as $\varepsilon=0.01\exp(-0.16\,{\rm eV}/k_BT)$, which makes $\varepsilon\Gamma_F=5.4\times10^{11}$ cm$^{-2}$s$^{-1}$, negligible on the floor. Hence
\begin{equation}
\Gamma_O^*=\frac{8.005\times10^{14}}{0.01}=8.0\times10^{16}\ {\rm cm^{-2}s^{-1}}. \label{number}
\end{equation}

For the rate, $A=1.5\times10^{18}$ and $V=6\times10^{16}+2\times10^{16}=8\times10^{16}$ cm$^{-2}$s$^{-1}$. Thus $G=1+1.5\times10^{18}/(3.2\times10^{17})=5.69$ and $\kappa=5/5.69=0.88$. With $n_{\rm Si}=4.99\times10^{22}$ cm$^{-3}$, $R_0=13.2$ nm/s, or 0.79 $\mu$m/min. The relative rate is 0.77 at $x=0.25$, 0.53 at $x=0.5$, 0.11 at $x=0.9$ and 0.011 at $x=0.99$. The threshold is sharp, but the decline towards it is gradual.

As a test, the rate equations were solved numerically at 1\% and 2\% below threshold and the etch rate was extrapolated linearly to zero. This reproduced \eqref{number} to within $10^{-4}$ relative. Changing $s_F$ to 0.2, $s_0$ to 0.2 or $p$ to 0.05, one at a time, moved the extrapolated threshold by less than $2\times10^{-4}$ relative.

\section{Why one monolayer is not enough}

Suppose the film cannot exceed $N$ units, for instance because silicon for further growth is lacking. The relations \eqref{chain} still hold up to height $N$, and the sum in \eqref{passivated} becomes finite. Repeating the normalization gives
\begin{equation}
\frac{R}{R_0}=\frac{1}{1+\kappa x\,(1+x+\cdots+x^{N-1})}. \label{cap}
\end{equation}
This is positive for every finite $x$, so a capped film has no strict threshold. For $N=1$, the usual competition for a monolayer, $R/R_0=1/(1+\kappa x)$. At $x=2$ the example still etches at 36\% of its oxygen-free rate.

At $x=1$, \eqref{cap} becomes $1/(1+\kappa N)$, which is 0.53, 0.10 and 0.011 for $N=1$, 10 and 100. Above $x=1$, summing the series and keeping its largest term, for $x^N\gg1$ and $\kappa x^{N+1}\gg x-1$, gives
\begin{equation}
\frac{R}{R_0}\simeq\frac{x-1}{\kappa x^{N+1}}. \label{capabove}
\end{equation}
The residual rate falls exponentially with the permitted thickness. The etch stop is thus the thick-film limit of a crossover, and \eqref{threshold} marks where the crossover sharpens.

\section{How etching ends above threshold}

For $a>r$ a film may still be cleared by chance. Let $h$ be the probability that a one-unit film is ever cleared. Its next event is removal with probability $r/(a+r)$ or growth with probability $a/(a+r)$. After growth, two units must be cleared in succession, with probability $h^2$:
\begin{equation}
h=\frac{r}{a+r}+\frac{a}{a+r}h^2
\quad\Longrightarrow\quad (h-1)(ah-r)=0. \label{clear}
\end{equation}
If $h$ were one, a film of any height would be cleared with certainty. For $a>r$ this is impossible, because the film grows on average and so has a finite chance of never being cleared. Hence $h<1$, which leaves the root $h=r/a$. Each passivation is therefore permanent with probability $1-r/a$, and the mean number of passivations, counting the last, is $a/(a-r)$.

A bare place is passivated at rate $a_0/\sigma$, so each passivation is preceded on average by a bare time $\sigma/a_0$. The mean total bare time is
\begin{equation}
T_0=\frac{\sigma}{a_0}\,\frac{a}{a-r}. \label{baretime}
\end{equation}
During it the surface takes up $AT_0$ fluorines per unit area, and these carry away $AT_0/b$ silicon atoms. Dividing by $n_{\rm Si}$ gives the mean final depth from a bare start,
\begin{equation}
D=\frac{\sigma}{n_{\rm Si}}\,\frac{A}{b\,a_0}\,\frac{x}{x-1},\qquad x>1. \label{depth}
\end{equation}
The removal flux $V$ has dropped out. Slower removal makes each fluorinated episode longer, but does not change the silicon taken per fluorine. At $x=1.5$ the mean final depth of the floor is about 38 nm. This is a mean over independent places, whose depths scatter with a standard deviation about equal to the mean (2 to 112 nm for the central 90\%), although they lie only 0.3 nm apart. A real surface cannot keep such columns, so $D$ gives a scale, not a profile. At the oxygen flux of the opening example, only 1.2\% above threshold, it is about 1.6 $\mu$m: close to the threshold, etching ends only after considerable further depth and time. The rate equations reach half of this depth after 0.8 h and 90\% after 7 h; after 10 minutes the depth is 0.40 $\mu$m and the rate is still 0.3 nm/s. Once the open fraction is negligible, the film thickens at net flux $a-r$.

\subsection{At the threshold}

At $a=r$ every film is eventually cleared, since $h=1$, but the mean clearing time is infinite. Let $\rho=r/\sigma$ and let $B(s)$ be the mean of $e^{-sT}$ over the clearing time $T$ of a one-unit film. The argument leading to \eqref{clear}, now with a waiting time of total rate $2\rho$, gives
\begin{equation}
B=\frac{\rho+\rho B^2}{2\rho+s},\qquad
B=\frac{2\rho+s-\sqrt{s^2+4\rho s}}{2\rho}\simeq1-\sqrt{s/\rho}. \label{laplace}
\end{equation}
The minus sign is required because $B$ must not exceed one. The open time between films has a finite mean $m$, so its transform is $1-ms$ to first order, a smaller correction than $\sqrt{s/\rho}$ at small $s$. The Laplace transform of the rate of passivation events is the sum over successive cycles, $1/(1-B)\simeq\sqrt{\rho/s}$ to leading order. Division by $s$ turns this into the transform of their mean number, $\sqrt\rho\,s^{-3/2}$, whose inverse is $2\sqrt{\rho t/\pi}$. Each event again brings a bare time $\sigma/a_0$, hence
\begin{equation}
D(t)\simeq\frac{A}{b\,n_{\rm Si}}\,\frac{\sigma}{a_0}\,2\sqrt{\frac{rt}{\pi\sigma}}. \label{critical}
\end{equation}
The depth grows without limit while its rate decays as $t^{-1/2}$. In the example the coefficient is 18.9 nm/s$^{1/2}$. In a numerical integration of the rate equations, the slope of depth against $\sqrt t$ between 3000 and 12000 s has the same value to three digits; the depth itself lies about 12 nm below \eqref{critical}. In 10 minutes \eqref{critical} predicts about 0.46 $\mu$m and the rate equations give 0.45 $\mu$m, against 7.9 $\mu$m without oxygen.

\section{Ion removal makes the etch directional}

Consider a vertical wall near the mouth of a feature, first with the same neutral fluxes as the floor. Ions of mass $M$ arrive with vertical speed $\sqrt{2E/M}$ and a thermal transverse velocity distribution of temperature $T_i$, in energy units. For ion density $n_i$, the flux towards one wall is
\begin{equation}
n_i\int_0^\infty v\,\frac{e^{-Mv^2/2T_i}}{\sqrt{2\pi T_i/M}}\,dv=n_i\sqrt{\frac{T_i}{2\pi M}}. \label{wallflux}
\end{equation}
Dividing by the floor flux $n_i\sqrt{2E/M}$ gives the fraction
\begin{equation}
\eta=\sqrt{\frac{T_i}{4\pi E}}. \label{eta}
\end{equation}
For $T_i=0.05$ eV, $\eta=0.0105$. With the floor's yield also used on the wall, $r_{\rm wall}=\eta Y_p\Gamma_i+\varepsilon\Gamma_F=9.0\times10^{12}$ cm$^{-2}$s$^{-1}$. The yield at glancing incidence may differ, and $r_{\rm wall}$ scales nearly in proportion to it. For the wall to close while the floor keeps etching, the oxygen flux must satisfy
\begin{equation}
r_{\rm wall}<s_g\Gamma_O<r_{\rm floor}, \label{window}
\end{equation}
that is, $9.0\times10^{14}<\Gamma_O<8.0\times10^{16}$ cm$^{-2}$s$^{-1}$. Fluorine attacks both surfaces; the ions decide which of them remains accessible.

Choose $\Gamma_O=4.0\times10^{16}$ cm$^{-2}$s$^{-1}$. The floor has $x=0.50$ and etches at 7.0 nm/s, or 4.2 $\mu$m in 10 minutes. The wall has $x=44.7$, and \eqref{depth} gives its final lateral loss:
\begin{equation}
D_{\rm wall}=0.200\ {\rm nm}\times\frac{1.5\times10^{18}}{4\times2.0\times10^{15}}\times\frac{44.7}{43.7}=38\ {\rm nm}. \label{bite}
\end{equation}
The mean open time of a wall place is $T_0[1+A/(bV_{\rm wall})]$. With $T_0=0.51$ s and $V_{\rm wall}=6.02\times10^{16}$ cm$^{-2}$s$^{-1}$ this is about 4 s, and 99\% of the loss occurs within 18 s, early in a 10-minute etch. Its size depends on the assumption that oxygen avoids fluorinated places: if oxygen started a film there with coefficient $0.1s_0$ or $s_0$, the loss would be 24 or 5 nm. The wall film then grows at 5.3 nm/min, for an oxygen density like that of silica and an ample silicon supply. A poorer supply would thin it, and by the capped-film result \eqref{cap} a film held to a single unit would slow the wall's etching without stopping it.

At fixed $\Gamma_O$ and $\Gamma_i$, setting $r=s_g\Gamma_O$ in \eqref{removal} gives the least ion energy that keeps the floor open:
\begin{equation}
\sqrt{E_{\min}}=\sqrt{E_0}+\frac{s_g\Gamma_O-\varepsilon\Gamma_F}{C\Gamma_i}. \label{emin}
\end{equation}
Here the right-hand side is $2+2.0=4.0$ eV$^{1/2}$, so $E_{\min}=16$ eV. Below it the floor passivates as the wall does.

\section{What moves the threshold}

\paragraph{Removal in clumps.} If an impact removes three units at one third of the frequency, the mean removal from a thick film is unchanged, and so is the condition for its growth. The numerical threshold indeed stays in place to within $10^{-4}$ relative. Thin films lose fewer than three units per event, however, so silicon is uncovered less often: at $x=0.5$ the relative rate drops from 0.53 to 0.34. The threshold is more robust than the rate curve.

\paragraph{Ion energy and collisions.} Splitting the ions equally between 24 and 48 eV lowers $Y_p$, and with it the floor threshold, by 2\%. Child's law for a collisionless sheath,
\begin{equation}
\ell=\left(\frac{4\epsilon_0}{9J}\right)^{1/2}\left(\frac{2e}{M}\right)^{1/4}U^{3/4}, \label{child}
\end{equation}
with current density $J$, voltage $U=36$ V and $M=127$ u (SF$_5^+$), gives a thickness of 0.26 mm. At 10 mTorr and 300 K, with a rough cross section of $10^{-14}$ cm$^2$, about 8\% of the ions collide in it. If these arrived isotropically with full removal yield, a wall would receive half their floor flux, raising $\eta$ from 0.011 to 0.052. This is a slight overestimate, since the collided ions are not subtracted from the directed flux. If the wall also saw half the assumed oxygen flux, because it faces half the sky, its closing flux would become $8.4\times10^{15}$ cm$^{-2}$s$^{-1}$. That is nine times the ideal value but still a fifth of the working flux. Both inputs are rough. Half the oxygen flux presumes absorbing surfaces; with sticking 0.01 and diffuse re-emission a wall at the mouth receives about 96\% of it. Child's law neglects electrons and the entry speed of the ions, which matters at so low a voltage: for electron temperatures of 2 to 4 eV their inclusion gives 0.3 to 0.7 mm, depending on where the sheath edge is placed, with 10 to 20\% of the ions colliding. The closing flux at half oxygen supply is then about $1.0$ to $1.8\times10^{16}$ cm$^{-2}$s$^{-1}$, still below the working flux.

\paragraph{Depth of the feature.} At the floor centre of a long trench of depth-to-width ratio $q$, the direct view of a cosine-law gas is $1/\sqrt{1+4q^2}$, or 0.10 for $q=5$, while practically all the ions that have not collided in the sheath arrive. If the walls absorbed every oxygen atom that struck them, the threshold measured at the wafer surface would rise about tenfold. That is an upper limit, far from the model's own coefficients. With diffuse re-emission and the same oxygen loss probability on walls and floor, the factor at $q=5$ is 1.2 for the model's $s_g=0.01$, 1.8 for 0.05 and 4.2 for 0.2. Fluorine is shadowed too, by about 8\% if the walls do not consume it and by more if they do, so a higher threshold does not mean a faster etch.

\paragraph{Silicon in the oxide.} If each first unit binds one substrate atom, the uncounted silicon loss relative to etching is $a_0\theta_0/(V\theta_F)=ba_0/A$ by \eqref{fbalance}. This is 0.5\% at the working flux.

\paragraph{Comparison with real cryogenic etching.} Wafer temperatures near 170 K, pressures near 10 mTorr and ion energies of tens of eV are typical of the process. The model's floor rate of 0.42 $\mu$m/min is low beside the several $\mu$m/min reached in dense plasmas. More fluorine at the same pressure would not close the gap: at 300 K the assumed flux already needs a fluorine-atom density of about two thirds of the whole gas density at 10 mTorr. The model's rate also depends on the chosen reaction probability $p$: raising it from 0.02 to 0.3 would lift the oxygen-free rate from 0.79 to 3.2 $\mu$m/min. This is a sensitivity of the model, not an explanation of the real rates, since neither value of $p$ is a measured one. The flux ratio $\Gamma_O^*/\Gamma_F=0.027$ is not the oxygen share of the feed gas, since the two gases dissociate differently. Because $\Gamma_O^*$ varies as $1/s_g$, an uncertain growth coefficient shifts it in inverse proportion.

Real passivation also leaves thermally, which \eqref{removal} omits. For binding energy $E_b$ and attempt frequency $\nu=10^{13}$ s$^{-1}$, this adds $\sigma\nu e^{-E_b/k_BT}$ to $r$. Equating the addition to $s_g\Gamma_O-r_{\rm wall}=3.9\times10^{14}$ cm$^{-2}$s$^{-1}$ shows that the wall reopens for $E_b$ below 0.45 eV at 170 K, and below 0.80 eV at 300 K. A film bound between these energies would protect the wall on the cold wafer and fail on the warm one. At the cold limit the same loss would raise the floor threshold by about half, to $1.2\times10^{17}$ cm$^{-2}$s$^{-1}$. Fluorine attack on the oxide also strengthens on warming: at 300 K the assumed $\varepsilon$ raises the floor threshold by 8\% and the ideal wall threshold 7.8-fold, to $7.0\times10^{15}$ cm$^{-2}$s$^{-1}$, still below the working flux.

The assumption of independent places omits at least one effect that can be large. Fluorine entering at an open place may undercut neighbouring oxide and detach it, a removal route absent from $r$. It acts only while open places remain, yet it can move the threshold. Suppose a film of any height is detached whole at rate $fV\theta_F/\sigma$. When little silicon is open, a new film escapes ordinary clearing with probability $1-1/x$ and then lasts until it is detached, so open silicon persists while $1-1/x<fA/(ba_0)$. The threshold then depends on $s_F$ and $s_0$. In the example $f=10^{-3}$ raises the floor threshold by 9\%, and $f$ above about $5\times10^{-3}$ keeps the wall open at the working flux. The value of $f$ is not known, so \eqref{threshold} is a result for independent places, not a rule for real wafers. The remaining values of the example are in the numerical output that follows.

\section*{Numbers as computed}
\begin{verbatim}
F flux: 3.00e+18 cm^-2 s^-1; ion flux: 1.00e+16 cm^-2 s^-1
Ion current density: 1.602 mA/cm2
Ion energy: 36.0 eV; film removal onset: 4.0 eV
Film yield slope C: 0.020 eV^-1/2; Y_p: 0.0800
Sticking s_F, s_0, s_g: 0.5, 0.05, 0.01
Spontaneous p: 0.02; ion etch yield Y_e: 2.0; b: 4
Place density: 1.00e+15 cm^-2; Si density: 4.9940e+22 cm^-3
Wafer: 170 K; gas: 300 K, 10 mTorr
eps prefactor: 0.01; activation: 0.16 eV
Fluorination flux A: 1.500e+18 cm^-2 s^-1
Si removal flux V at full fluorination: 8.000e+16 cm^-2 s^-1
Film removal flux r, floor: 8.0054e+14 cm^-2 s^-1
Thermal F part of r: 5.418e+11 cm^-2 s^-1
G: 5.6875; kappa: 0.8791
Etch-stop O flux, formula: 8.0054e+16 cm^-2 s^-1
Etch-stop O flux, extrapolated: 8.0056e+16 cm^-2 s^-1
Threshold O/F flux ratio: 0.02668
Extrapolated/formula threshold, changed s_F, s_0, p: 0.99992, 0.99986, 0.99993
Rate without O: 13.203 nm/s = 0.7922 um/min
Relative etch rate at x=0.25: 0.7734
Relative etch rate at x=0.5: 0.5322
Relative etch rate at x=0.75: 0.2749
Relative etch rate at x=0.9: 0.1122
Relative etch rate at x=0.99: 0.0114
Relative rate at x=1, film cap 1 units: 0.5322
Relative rate at x=1, film cap 10 units: 0.1021
Relative rate at x=1, film cap 100 units: 0.0112
Monolayer relative rate at x=2: 0.3625
Working O flux: 4.00e+16 cm^-2 s^-1; x: 0.4997
Working floor rate: 7.030 nm/s = 0.4218 um/min
Floor depth in 10 min: 4.218 um
Ion temperature: 0.05 eV; wall ion fraction eta: 0.01051
Wall closing O flux: 8.952e+14 cm^-2 s^-1
Wall x at working flux: 44.68
Final wall bite, formula: 38.405 nm
Final wall bite, rate equations: 38.405 nm
Final floor depth at x=1.5: 37.520 nm
Critical depth coefficient: 18.940 nm/s^1/2
Critical coefficient, rate equations: 18.939 nm/s^1/2
Minimum ion energy, formula: 15.978 eV
Minimum ion energy, extrapolated: 15.974 eV
Wall film growth if Si supply is ample: 5.320 nm/min
Clumps of 3: threshold ratio 0.99995, relative rate at x=0.5 0.3367
Energy split +/-12 eV changes Y_p by -2.16 %
Sheath: 0.2557 mm; collision chance: 0.0823
Wall ion fraction with isotropic scattered ions: 0.0517
Wall closing flux, also half O supply: 8.376e+15 cm^-2 s^-1
Aspect ratio 5: direct neutral view 0.0995, ions 0.9999
At 300 K: floor threshold ratio 1.0762, wall 7.815
Binding energy that reopens wall (1e13 s^-1): 0.452 eV at 170 K, 0.798 eV at 300 K
Si bound by first oxide unit / Si etched, at most: 0.00533
\end{verbatim}
